# Why Heating Lowers Zener Breakdown Voltage but Raises Avalanche Breakdown Voltage

Two silicon diodes in a simple model differ in one dimension. Each has an undoped layer between heavily doped p and n contacts, 13 nm thick in one diode and 1000 nm in the other. Between 300 and 400 K the breakdown voltage of the thin diode falls from 1.51 to 1.39 V, while that of the thick diode rises from 27.1 to 30.0 V.

Heating does two things to the silicon: it shrinks the gap and it sets the lattice vibrating more strongly. The gap change lowers both breakdown voltages. The phonons act in opposite directions, since they help an electron to tunnel in silicon but hinder its acceleration to ionizing energy.

## The common model

The field $F$ in the undoped layer is uniform, $V$ is the reverse voltage counted positive, and $w$ is the layer thickness. The contact Fermi levels are placed at the band edges, so the built-in voltage is $E_g/q$ and

$$Fw=V+E_g/q. \tag{1}$$

The gap follows the Varshni form $E_g=1.17-4.73\times10^{-4}\,T^2/(T+636)$, in eV with $T$ in K. At 300 K it is 1.1245 eV and its slope $E_g'=dE_g/dT$ is $-0.255$ meV/K.

One effective phonon energy, $\hbar\omega=60$ meV, serves both mechanisms. The mean phonon number is

$$N=\frac{1}{e^{\hbar\omega/kT}-1},\qquad N'=\frac{dN}{dT}=\frac{\hbar\omega}{kT^2}N(N+1).$$

It rises from 0.109 at 300 K to 0.213 at 400 K. Absorption has a rate proportional to $N$ and emission to $N+1$, so the total scattering rate is proportional to $2N+1$.

## Tunnelling through an indirect gap

In silicon the valence maximum and the conduction minimum lie at different crystal momenta, and here a phonon supplies the difference. An electron enters the gap on the valence branch, exchanges a phonon, and leaves on the conduction branch. The effective barrier is

$$\Delta_+=E_g+\hbar\omega\ \text{(emission)},\qquad \Delta_-=E_g-\hbar\omega\ \text{(absorption)}.$$

Let $u=qFx$ be the electron's height above the valence edge. Before the exchange its wave decays at the rate $\kappa_v=\sqrt{2m_vu}/\hbar$, and afterwards at $\kappa_c=\sqrt{2m_c(\Delta-u)}/\hbar$. The tunnelling probability is $e^{-S}$, where $S$ is twice the integral of the decay rate over $x$. With $dx=du/qF$ and the exchange at $u_1$,

$$S=\frac{4\sqrt2}{3\hbar qF}\left[\sqrt{m_v}\,u_1^{3/2}+\sqrt{m_c}\,(\Delta-u_1)^{3/2}\right].$$

Both terms are convex in $u_1$, so the stationary point is the minimum. Setting the derivative to zero gives $m_vu_1=m_c(\Delta-u_1)$, hence

$$u_1=\frac{m_c\Delta}{m_c+m_v},\qquad \Delta-u_1=\frac{m_v\Delta}{m_c+m_v}.$$

The bracket becomes

$$\Delta^{3/2}\frac{\sqrt{m_vm_c}\,(m_c+m_v)}{(m_c+m_v)^{3/2}}=\sqrt{m_r}\,\Delta^{3/2},\qquad m_r=\frac{m_cm_v}{m_c+m_v}.$$

Therefore

$$S=\frac BF,\qquad B=\frac{4\sqrt{2m_r}\,\Delta^{3/2}}{3q\hbar}. \tag{2}$$

A smaller gap makes the barrier both lower and shorter, which is why the power is $3/2$.

The prefactor follows from counting the available paths to leading order in $F/B$:

- Transverse motion raises the barrier by the transverse energies of the initial and final states. These are independent because the phonon takes up the momentum difference. In two dimensions the density of states is constant, so each energy integral gives $(\partial S/\partial\Delta)^{-1}\propto F\Delta^{-1/2}$. Together they give $F^2\Delta^{-1}$.
- Phonon exchanges at different places add as probabilities. Since $\partial^2S/\partial u_1^2\propto\Delta^{-1/2}F^{-1}$, the exchange region has a width $F^{1/2}\Delta^{1/4}$ in $u$, or $F^{-1/2}\Delta^{1/4}$ in $x$.
- The squared wave amplitudes contribute $1/(\kappa_v\kappa_c)\propto\Delta^{-1}$.
- An energy interval $dE$ corresponds to a slice $dx=dE/qF$, so the rate per unit volume gains a factor $F$.

The product is $F^{5/2}\Delta^{-7/4}$. Direct integration over transverse energies and exchange positions at $B/F=200$ gave powers 2.493 and $-1.740$. At the thin diode's field, where $B/F$ is only about 12, the full integral is about 9% smaller than this leading-order form. Using it would raise the Zener voltage by about 0.02 V.

With $n_+=N+1$ and $n_-=N$, the generation rate in each channel is

$$G_\pm=A F^{5/2}\,\frac{n_\pm}{2N_{300}+1}\left(\frac{\Delta_\pm}{E_{g,300}}\right)^{-7/4}e^{-B_\pm/F}.$$

The subscript 300 marks values at 300 K. The constant $A=4\times10^{14}$ cm$^{-1/2}$V$^{-5/2}$s$^{-1}$ is a rough typical value. A tunnelling path of length $\Delta/qF$ must fit inside the layer, so

$$J=\sum_\pm J_\pm,\qquad J_\pm=qG_\pm\left(w-\frac{\Delta_\pm}{qF}\right). \tag{3}$$

This current rises steeply but has no singularity. The Zener voltage therefore needs a definition, here the voltage at which $J=1$ A/cm$^2$.

## The Zener temperature coefficient

Holding $J$ fixed while $T$ changes requires

$$\frac{dF}{dT}=-F\,\frac{\partial\ln J/\partial T}{\partial\ln J/\partial\ln F}.$$

Let $p_\pm=J_\pm/J$. Since $d\ln J=\sum p_\pm\,d\ln J_\pm$, differentiating the logarithm of (3) gives

$$\frac{\partial\ln J}{\partial\ln F}=\sum_\pm p_\pm\left[\frac52+\frac{B_\pm}{F}+\frac{\Delta_\pm}{qFw-\Delta_\pm}\right],$$

$$\frac{\partial\ln J}{\partial T}=\sum_\pm p_\pm\left\{\frac{N'}{n_\pm}-E_g'\left[\frac{1}{\Delta_\pm}\left(\frac74+\frac{3B_\pm}{2F}\right)+\frac{1}{qFw-\Delta_\pm}\right]\right\}.$$

The phonon term is positive. The gap term is positive too, because $E_g'<0$. More current at the same field means that less field is needed for the same current.

The tunnelling masses are taken as $m_c=0.20$ and $m_v=0.16$ free-electron masses. At 300 K the field is 2.03 MV/cm and the total potential drop $Fw$ is 2.637 V. The exponents $B_\pm/F$ are 12.94 for emission and 11.03 for absorption. Phonons to absorb are scarce, but the lower barrier nearly compensates: absorption carries 46.5% of the current.

The logarithmic slope with field is 15.30. At fixed field, gap shrinkage raises $\ln J$ by $4.64\times10^{-3}$ per kelvin and phonons raise it by $4.44\times10^{-3}$. From (1), $dV/dT=w\,dF/dT-E_g'/q$, so the three contributions are

$$-2.637\,\frac{4.64\times10^{-3}}{15.30}=-0.80\ \text{mV/K (gap)},$$

$$-2.637\,\frac{4.44\times10^{-3}}{15.30}=-0.77\ \text{mV/K (phonons)},$$

and $+0.25$ mV/K from the falling built-in voltage. The sum is $-1.31$ mV/K, and solving (3) again at neighbouring temperatures gives the same value. Gap shrinkage is thus about half of the tunnelling effect here. With the phonon number frozen, the coefficient would still be negative, about $-0.54$ mV/K.

## Heating a carrier to ionizing energy

Avalanche breakdown needs a carrier with enough kinetic energy to create an electron-hole pair. Take equal masses for all carriers and let the initial carrier have momentum $p$ and energy $E_i=p^2/2m$. The three final carriers have least energy when they share the momentum equally, and that energy is $3(p/3)^2/2m=E_i/3$. Energy conservation then reads $E_i=E_g+E_i/3$, so

$$E_i=\tfrac32E_g,$$

or 1.687 eV at 300 K. This is a simple estimate, since it ignores silicon's indirect band structure.

The solvable model of heating treats a collision as a complete loss of the energy gained. The distances between such collisions are exponentially distributed with mean

$$\lambda=\frac{\lambda_L}{2N+1},\qquad \lambda_L=17\ \text{nm}.$$

A carrier ionizes after each uninterrupted distance $d=E_i/qF$ and then starts again from rest. A run longer than $nd$ contains at least $n$ ionizations, so the mean number per run is

$$\sum_{n\ge1}e^{-nd/\lambda}=\frac{1}{e^{d/\lambda}-1}.$$

Division by the mean run length gives the ionization coefficient

$$\alpha=\frac{1}{\lambda\,(e^{d/\lambda}-1)}. \tag{4}$$

Real phonon collisions are gentler: they turn the carrier but exchange just $\hbar\omega$. The length $\lambda$ is therefore an effective one. The direction of the temperature effect can be understood without the complete reset. Emission outweighs absorption by one unit in $2N+1$, so the mean energy loss per collision is $\hbar\omega/(2N+1)$. A hotter lattice takes less energy per collision. Its collisions also shorten the mean free path $\ell\propto1/(2N+1)$. Between collisions a carrier of energy $E$ and speed $v$ drifts a distance of order $qF\ell^2/mv^2$, so the field does work of order $(qF\ell)^2/E$. Balancing gain and loss gives

$$E\sim\frac{(qF\ell)^2(2N+1)}{\hbar\omega}\propto\frac{1}{2N+1}.$$

The shorter path enters squared and wins.

A simulation with isotropic one-phonon collisions tested this at 0.282 MV/cm, with $\ell=10\ \text{nm}/(2N+1)$. From 300 to 400 K the mean carrier energy fell from 0.443 to 0.412 eV. This 7% fall is about half of the 15% the scaling predicts, because ionization cuts off the top of the energy distribution; with the threshold removed the mean falls from 0.57 to 0.49 eV, by 14%. With the threshold held fixed, $\alpha$ fell from about 29,000 to 21,400 cm$^{-1}$. Lowering the threshold along with the gap brought it back to 23,100 cm$^{-1}$, still 20% below the cold value. These values test the threshold at the end of each flight; locating the crossing exactly raises them by 1 to 3% and leaves the 20% fall unchanged. For the same change, equation (4) gives a fall of about 37%. The two pictures agree on the sign, but the size depends on how collisions are modelled.

## The avalanche temperature coefficient

Let electrons and holes ionize equally. Along the electrons' direction of travel, the electron current grows as $dJ_n/dx=\alpha(J_n+J_p)=\alpha J$, where the total $J$ is constant. If a current $J_0$ of electrons enters at one end and no holes enter at the other, then $J-J_0=\alpha wJ$, or

$$J=\frac{J_0}{1-\alpha w}.$$

Breakdown occurs at $\alpha w=1$. Equation (4) then gives $e^{d/\lambda}=1+w/\lambda$, hence

$$F=\frac{E_i}{q\lambda y},\qquad y=\ln\left(1+\frac w\lambda\right). \tag{5}$$

For the temperature slope, take logarithms: $d\ln F=d\ln E_i-d\ln\lambda-dy/y$. Differentiating $y$ gives

$$dy=-\frac{w/\lambda}{1+w/\lambda}\,d\ln\lambda=-(1-e^{-y})\,d\ln\lambda.$$

Since $d\ln\lambda=-d\ln(2N+1)$ and $E_i\propto E_g$,

$$\frac{d\ln F}{dT}=\frac{E_g'}{E_g}+\frac{2N'}{2N+1}\left[1-\frac{1-e^{-y}}{y}\right]. \tag{6}$$

The first term is negative. The second is positive because $1-e^{-y}<y$ for $y>0$.

At 300 K, $\lambda=13.96$ nm, so $y=\ln(1+1000/13.96)=4.285$ and $d=\lambda y=59.8$ nm. The field is $1.687\ \text{V}/59.8\ \text{nm}=0.282$ MV/cm. The total drop is 28.2 V, and subtracting the built-in 1.12 V leaves 27.1 V. Gap shrinkage contributes $-6.4$ mV/K, phonons $+33.3$ mV/K and the built-in voltage $+0.25$ mV/K, a total of $+27.2$ mV/K.

Two limits show when the sign can change. For a very thick layer the bracket in (6) tends to 1 and the phonons have their full effect. In a thin layer it tends to $y/2$ and the phonon term fades, but (4) itself fails once $w$ is no longer many times $d$. On cooling, $N'$ vanishes exponentially while the Varshni slope vanishes only in proportion to $T$. At sufficiently low temperature the model's avalanche coefficient therefore becomes negative. With these parameters the sign changes near 100 K, where $N$ is only about $10^{-3}$, so even weakly excited phonons are enough to make the coefficient positive.

## Why each diode has its own mechanism

In the thin diode, a pair created by tunnelling has at most $2.637-1.1245+0.060=1.57$ eV left to gain from the layer, less than the 1.687 eV threshold. The full drop is also below $2E_i/q$. If carriers ionize on reaching $E_i$ and restart from rest, as in the model of the previous sections, one that ionizes has used so much of the drop that neither it nor the new carrier travelling with it can ionize again. At most the one carrier sent backwards can do so, and collisions make that uncertain, so with this threshold the chain dies out. In the thick diode, (3) gives a tunnelling current of order $10^{-30}$ A/cm$^2$ at the breakdown field.

At intermediate thickness, tunnelling can supply carriers that are then multiplied by a factor $M$. With $J=MJ_t$, where $J_t$ is the tunnelling current, the fixed-current slope contains $\partial\ln J_t/\partial T+\partial\ln M/\partial T$. The first term is positive; the second is negative when phonon scattering outweighs gap shrinkage. Where they nearly cancel, the breakdown voltage is nearly independent of temperature. The present model cannot reliably locate that thickness, because (4) fails in very thin layers.

## How far the numbers can be trusted

Several neglected effects were sized at 300 K, as listed in the numerical output. For contacts doped to $10^{20}$ cm$^{-3}$, depletion adds 0.27 V and degeneracy raises the built-in voltage by 0.15 V. Together they move the Zener result to 1.62 V and $-1.5$ mV/K. This keeps the tunnelling paths inside the undoped layer; letting them reach into the depleted contact regions lowers the voltage, and the two energies quoted next, by about 0.03 V and leaves the slope at $-1.5$ mV/K. The added contact drop also lifts the energy available to a tunnel-created pair to about 1.84 eV, so some single ionizations become possible. The total drop, 2.90 V, stays below $2E_i/q=3.37$ V, and the argument against a runaway survives if carriers ionize as soon as they reach the threshold assumed here. A carrier that overshot the threshold could keep part of the surplus, which makes a second ionization marginal: just possible at a drop of 2.90 V, just out of reach at 2.87 V. The argument also depends on the threshold itself. With 1.2 eV, nearer the values usually quoted for electrons in silicon, a tunnel-created pair could ionize and $2E_i/q$ would be only 2.4 V. The energy argument alone would then no longer exclude avalanche, and one would need the ionization rate just above threshold, which this model does not contain.

A tenfold larger tunnelling prefactor lowers the Zener voltage to 1.16 V, with a slope of $-1.1$ mV/K. An 18 meV phonon also gives $-1.1$ mV/K. The masses matter as well: $m_c=0.19$ with a heavier $m_v=0.49$ gives 2.0 V and $-1.6$ mV/K. In the thick diode, a calculation that makes every new carrier travel the distance $d$ before it can ionize gives 27.7 V and $+26.8$ mV/K. If holes ionize at 0.3 of the electron rate, (5) is modified to give 31.1 V and $+29.5$ mV/K. Commonly used empirical ionization coefficients for silicon give roughly 33 V and $+38$ mV/K for the same layer, so the model has the right sign and order but falls short in size.

Commercial silicon regulator diodes show the same pattern. Roughly, those below 5 V have negative coefficients of a few mV/K at most, those well above 6 V have positive ones approaching 0.1% per kelvin, and the sign changes in between. The model's 1.5 V is lower than most such parts. They are also usually p-n junctions without a uniform-field layer. In a one-sided abrupt junction the total drop varies as the square of the peak field, so the same fractional field change counts twice. Carrying over the Zener field slope on that basis would give about $-2.9$ mV/K instead of $-1.3$, but this overstates the change because the field falls along the tunnelling path. Evaluating the same tunnelling model in the triangular field, with the same total drop of 2.64 V and a doping near $9\times10^{18}$ cm$^{-3}$, gives about $-2.2$ mV/K. This is an estimate of the geometry's influence, not a calculation for a particular part.

## Computed values

```
Inputs: phonon 60 meV; masses mc 0.20, mv 0.16 m0
Inputs: thickness 13 and 1000 nm; current 1 A/cm2
Inputs: prefactor 4.0e+14 cm^-1/2 V^-5/2 s^-1
Inputs: cold resetting length 17 nm
Gap at 300, 400 K: 1.1245, 1.0969 eV
Gap slope at 300 K: -0.2546 meV/K
Phonon number at 300, 400 K: 0.1089, 0.2127
Prefactor powers, field and gap: 2.493, -1.740
Reduced tunnelling mass: 0.0889 m0
B for the bare gap at 300 K: 24.29 MV/cm
Zener field at 300 K: 2.028 MV/cm
Zener total potential drop: 2.637 V
B/F, emission and absorption: 12.94, 11.03
Current shares, emission and absorption: 0.535, 0.465
dlnJ/dlnF: 15.30
dlnJ/dT, gap and phonon: 4.637, 4.443 1e-3/K
Zener voltage at 300, 400 K: 1.512, 1.386 V
Zener slope, gap share: -0.799 mV/K
Zener slope, phonon share: -0.766 mV/K
Zener slope, built-in voltage share: 0.255 mV/K
Zener slope, formula and roots: -1.310, -1.310 mV/K
Ionization threshold at 300 K: 1.687 eV
Largest energy left to a tunnel-made pair: 1.572 eV
Resetting length at 300, 400 K: 13.96, 11.93 nm
Avalanche field at 300 K: 0.2820 MV/cm
Collision-free run needed: 59.8 nm
alpha, formula and random runs: 10000, 10018 /cm
Avalanche voltage at 300, 400 K: 27.07, 29.97 V
Avalanche slope, gap share: -6.38 mV/K
Avalanche slope, phonon share: 33.30 mV/K
Avalanche slope, formula and kernel: 27.17, 26.81 mV/K
Avalanche voltage with dead space: 27.69 V
One-phonon simulation, cold mean free path 10 nm, same field:
  mean energy at 300, 400 K: 0.443, 0.412 eV
  alpha at 300, 400 K, fixed threshold: 28974, 21378 /cm
  alpha at 400 K with reduced threshold: 23079 /cm
Neglected effects at 300 K (contacts doped 1e20 cm^-3):
  contact depletion drop, both sides: 0.266 V
  extra built-in voltage from degeneracy: 0.154 V
  Zener with both: 1.624 V, -1.514 mV/K
  Zener slope with an 18 meV phonon: -1.086 mV/K
  Zener, tunnelling gap less 50 meV: 1.357 V, -1.287 mV/K
  Zener, prefactor ten times larger: 1.163 V, -1.123 mV/K
  avalanche, hole/electron ratio 0.3: 31.07 V, 29.50 mV/K
  tunnelling current in avalanche diode: 9.0e-31 A/cm2
```
